Mean-Field Superradiance: The sech² Pulse and Its Random Delay

Take 1000 excited molecules, each of which would emit into a shared channel in 1 μs on average if it were alone. Together they release their energy in a burst a few nanoseconds long. Five simulated runs from the same initial state put the middle of the burst at 7.25, 7.66, 6.18, 5.72 and 6.72 ns. Over the full distribution of runs, the standard deviation of this delay is 17% of its mean, although 1/√N is only 3%. The mean-field equation gives the shape of the burst and one definite delay, 6.90 ns. The spread comes from the discrete emission of the first photons.

**1. The collective ladder**

Let N identical two-level molecules couple equally to one emission channel, such as a strongly damped cavity mode. The field is assumed to leave the channel in a time much shorter than 1/(NΓ), where Γ is the rate at which one excited molecule alone emits into it. The field then has no memory, and in the frame rotating at the transition frequency the molecular density matrix obeys

dρ/dt = Γ[S₋ρS₊ − ½(S₊S₋ρ + ρS₊S₋)].  (1)

Here S₋ is the sum of the N single-molecule lowering operators and S₊ is its adjoint. Dephasing, loss into other channels, frequency differences and dipole-dipole shifts are left out, so they must have little effect during the delay found below. Equation (1) is the starting point of this section.

All molecules are excited at t = 0. This state is symmetric under exchange of molecules, and S₋ keeps it so. Let |k⟩ be the normalized symmetric state with k molecules in the lower level; k is also the number of photons emitted. It is the sum of all C(N,k) configurations, divided by √C(N,k), where C(N,k) is the binomial coefficient. When S₋ acts, each configuration with k+1 lowered molecules is reached in k+1 ways, one for each molecule that could have been lowered last. Hence

S₋|k⟩ = (k+1) √[C(N,k+1)/C(N,k)] |k+1⟩ = √[(N−k)(k+1)] |k+1⟩,  (2)

because C(N,k+1)/C(N,k) = (N−k)/(k+1). The emission rate from |k⟩ is therefore

r_k = Γ⟨k|S₊S₋|k⟩ = Γ(N−k)(k+1).  (3)

The factor N−k counts the excited molecules. The factor k+1 is the collective enhancement: it is 1 at the start and of order N halfway down.

Taking the diagonal element of (1) in |k⟩, with p_k = ⟨k|ρ|k⟩, gives

dp_k/dt = r_(k−1) p_(k−1) − r_k p_k.  (4)

The first term is arrival from the step above and the second is departure.

**2. The mean-field equation and its pulse**

Multiply (4) by k and sum. The arrival term, relabelled by k → k+1, carries the weight k+1 and the departure term the weight k. Their difference is 1, so d⟨k⟩/dt = ⟨r_k⟩. Since (N−k)(k+1) = N + (N−1)k − k² and ⟨k²⟩ = ⟨k⟩² + Var k,

d⟨k⟩/dt = Γ[(N−⟨k⟩)(⟨k⟩+1) − Var k].  (5)

This is exact within the model. The mean-field approximation drops Var k and treats k as a smooth, definite function of time:

dk/dt = Γ(N−k)(k+1),  k(0) = 0.  (6)

The 1 in k+1 represents spontaneous emission. Without it, k = 0 would be a stationary solution and the pulse would never start.

To separate the variables, use

(N+1)/[(N−k)(k+1)] = 1/(k+1) + 1/(N−k),  (7)

which follows by putting the right side over a common denominator. Define the dimensionless time τ = (N+1)Γt. Then (6) becomes [1/(k+1) + 1/(N−k)] dk = dτ. Integration from k = 0 gives ln(k+1) − ln(N−k) + ln N = τ, or

(k+1)/(N−k) = q,  q = e^τ/N.  (8)

Writing N−k = (N+1) − (k+1) in (8) and solving gives

k+1 = (N+1)q/(1+q),  N−k = (N+1)/(1+q).  (9)

The photon rate R = dk/dt is Γ times the product of these two factors:

R = Γ(N+1)² q/(1+q)².  (10)

Now set q = e^x with x = τ − ln N. Dividing numerator and denominator by e^x gives q/(1+q)² = 1/(e^(x/2) + e^(−x/2))² = ¼ sech²(x/2). Therefore

R(t) = ¼Γ(N+1)² sech²[(N+1)Γ(t − t₀)/2],  (11)

t₀ = ln N/[(N+1)Γ] ≈ ln N/(NΓ).  (12)

The logarithm has a direct origin. While k ≪ N, equation (8) gives k+1 ≈ e^τ, and this exponential must grow from 1 to order N before the burst develops.

The time 1/(NΓ) sets the scale of the pulse but is not its full width. Half the peak rate occurs where cosh²(x/2) = 2, or x = ±2 arcosh√2, so the full width at half maximum is

Δt = 4 arcosh(√2)/[(N+1)Γ] ≈ 3.53/(NΓ).  (13)

At t = 0, where q = 1/N, equation (10) gives R = NΓ, the rate of N independent emitters. The peak is near N²Γ/4. The area under the pulse is N photons, because k runs from 0 to N.

For a single molecule the approximation fails. Equation (11) with N = 1 gives Γ sech²(Γt), whereas (4) gives Γe^(−Γt). For large N the neglected variance is still not small in the average over runs, as Section 6 shows. What (11) describes well is one run, apart from its delay.

**3. The delay of one run**

Suppose that every photon leaving the channel is detected. In (1), the term S₋ρS₊ describes a detection, which takes |k⟩ to |k+1⟩. The remaining terms describe evolution without a detection. Since |k⟩ is an eigenstate of S₊S₋, they change only its norm, and the probability of no detection during a time t is e^(−r_k t). The waiting times between photons are therefore independent exponential variables with means 1/r_k.

The middle of the burst is where the rate is largest. From (3), r_k − r_(k−1) = Γ(N−2k). For even N the rate thus rises until k = N/2 − 1, has the same value at k = N/2, and then falls. Photon number N/2 separates the two states of largest rate, and its arrival time T is taken as the delay:

T = sum of the waiting times in the states k = 0, 1, …, N/2 − 1.  (14)

By (7), each mean waiting time is

1/r_k = [1/(k+1) + 1/(N−k)]/[(N+1)Γ].  (15)

In the sum over (14), k+1 runs through 1, …, N/2 and N−k runs through N/2+1, …, N. Together they cover every integer from 1 to N once. With H_N = 1 + 1/2 + … + 1/N,

⟨T⟩ = H_N/[(N+1)Γ].  (16)

The variance of an exponential variable is the square of its mean, and variances of independent variables add. Squaring (15) gives 1/(k+1)² + 1/(N−k)², which sum to H_N⁽²⁾ = 1 + 1/2² + … + 1/N², and a cross term 2/[(k+1)(N−k)]. By (7) the cross terms sum to 2H_N/(N+1). Hence

Var T = [H_N⁽²⁾ + 2H_N/(N+1)]/[(N+1)Γ]².  (17)

For large N, H_N − ln N tends to Euler's constant γ_E ≈ 0.577 and H_N⁽²⁾ tends to π²/6, so to leading order

⟨T⟩ ≈ (ln N + γ_E)/(NΓ),  ΔT ≈ (π/√6)/(NΓ) ≈ 1.28/(NΓ),  (18)

where ΔT is the standard deviation. The absolute spread is comparable with the pulse scale. The relative spread falls only as 1/ln N, so N must be squared to halve its leading value.

**4. The distribution of the delay**

Let X = (N+1)ΓT. An exponential variable θ of mean μ has ⟨e^(−sθ)⟩ = 1/(1+sμ). Independence and (15) then give, for s ≥ 0,

⟨e^(−sX)⟩ = ∏ [1 + s/(k+1) + s/(N−k)]⁻¹,  k = 0, …, N/2 − 1.  (19)

Each bracket equals [1 + s/(k+1)][1 + s/(N−k)] minus s²/[(k+1)(N−k)]. Relative to the product of two factors, the subtracted part is at most s²/[(k+1)(N−k)]. These bounds sum to s²H_N/(N+1), which vanishes for large N, so the brackets may be replaced by the products. The integers k+1 and N−k again cover 1 to N, and

N^s ⟨e^(−sX)⟩ → lim N^s ∏ (1 + s/j)⁻¹ = Γ_E(1+s),  j = 1, …, N.  (20)

The last step is Euler's limit formula for his gamma function, written Γ_E to distinguish it from the rate Γ.

Define the positive variable Y = Ne^(−X). Equation (20) states that ⟨Y^s⟩ → Γ_E(1+s). For integer s = n the limit is n!, which is the n-th moment of a variable W with probability density e^(−W). The exponential distribution is fixed by its moments, since ⟨e^(bW)⟩ is finite for small positive b. Y therefore tends in distribution to W, and

X ≈ ln N − ln W.  (21)

The event T < t is the event Y > Ne^(−τ), so

P(T < t) ≈ exp(−Ne^(−τ)).  (22)

This is a Gumbel distribution. In terms of g = τ − ln N its density is exp(−g − e^(−g)). The exponent has zero slope where e^(−g) = 1, so the most probable value is g = 0. At large N the mean-field delay (12) is thus the most probable delay, while the mean is later by γ_E/(NΓ). The distribution has a longer tail towards late times. Setting (22) equal to ½ gives the median, g = −ln(ln 2) ≈ 0.37.

**5. Where the randomness arises**

While k ≪ N, r_k ≈ NΓ(k+1), and (4) becomes dp_k/dτ = k p_(k−1) − (k+1)p_k. With u = e^(−τ), the solution that starts from k = 0 is

p_k = u(1−u)^k.  (23)

To check it, use du/dτ = −u. The left side is −u(1−u)^k + ku²(1−u)^(k−1). On the right, ku(1−u)^(k−1) − ku(1−u)^k = ku²(1−u)^(k−1), and the remaining term is −u(1−u)^k. The two sides agree.

From (23), the probability of at least n photons is (1−u)^n. For n = we^τ with e^τ ≫ 1 this tends to e^(−w). Hence

k+1 ≈ We^τ,  (24)

with the exponential variable W of Section 4. Different runs grow at the same rate but with different prefactors. Once 1 ≪ k ≪ N, the growth is nearly smooth and (6) can carry it onward. Matching its solution to (24) gives

(k+1)/(N−k) = We^τ/N.  (25)

This is (8) with q = e^τ/N replaced by q = We^τ/N, which is a shift of τ by ln W, so the pulse keeps its shape and its centre moves to τ = ln N − ln W, in agreement with (21). Mean field replaces W by its mean, 1. The mean of −ln W, however, is γ_E rather than 0, which accounts for the difference between the mean delay and t₀.

The noise added later is small. Between photons N/4 and 3N/4 (N divisible by 4), each of the two sums from (15) tends to ln 3, so the mean interval is 2 ln 3 in units of τ. For its variance, set y = k/N and replace the sum of squares by an integral:

(1/N)∫ dy/[y²(1−y)²] = (1/N)∫ [1/y² + 1/(1−y)² + 2/y + 2/(1−y)] dy = (16/3 + 4 ln 3)/N,  (26)

with limits ¼ and ¾. The first two terms contribute 8/3 each and the last two contribute 2 ln 3 each. The standard deviation is of order 1/√N, whereas that of the delay stays near 1.28.

The same reasoning shows how to suppress the random delay. If the molecules start in |k₀⟩ with 1 ≪ k₀ ≪ N, the first k₀ waiting times are absent. The variance in units of τ is then about the sum of 1/(k+1)² from k₀ upward, or 1/k₀, instead of π²/6. The other terms from squaring (15) add a correction of order ln(N/k₀)/N, so this estimate needs k₀ ln(N/k₀) ≪ N.

**6. The average over many runs**

A detector signal averaged over many runs follows ⟨R⟩, not (11). By (25), q in (10) becomes W/a with a = Ne^(−τ), and q/(1+q)² = aW/(a+W)². Averaging over W requires

∫₀^∞ e^(−W) W/(a+W)² dW = ∫₀^∞ e^(−W)[1/(a+W) − a/(a+W)²] dW.  (27)

With v = a+W, the first part is e^a E₁(a), where E₁(a) is the integral of e^(−v)/v from a to infinity. Integration by parts gives ∫₀^∞ e^(−W)/(a+W)² dW = 1/a − e^a E₁(a). Combining the two,

⟨R⟩ ≈ Γ(N+1)² a[(1+a)e^a E₁(a) − 1].  (28)

Numerically, the largest value of (28) is 0.783 of the mean-field peak and lies at a = 0.719. Averaging displaced pulses makes the mean signal lower and broader, although its area is still N photons.

**7. Worked example**

Take the round model parameters N = 1000 and Γ = 10⁶ s⁻¹. The unit of τ is 1/[(N+1)Γ] = 1/(1.001 × 10⁹ s⁻¹) = 0.999 ns.

The mean-field pulse has

t₀ = 6.908 × 0.999 ns = 6.90 ns,
Δt = 3.52 ns,
R_max = ¼ × 10⁶ s⁻¹ × 1001² = 250.5 photons/ns.

The initial rate is 1 photon/ns, so the peak rate is about 250 times that of independent emitters.

For single runs, H_N = 7.4855 and H_N⁽²⁾ = 1.6439. Equations (16) and (17) give

⟨T⟩ = 7.4855 × 0.999 ns = 7.48 ns,
ΔT = √(1.6439 + 2 × 7.4855/1001) × 0.999 ns = 1.29 ns.

Their ratio is 0.17, the spread quoted at the start. The most probable delay lies within 0.01 ns of t₀. Five percent of the runs have delays below 5.79 ns and five percent have delays above 9.88 ns. The Gumbel law (22) puts these limits at 5.80 and 9.87 ns. The largest difference between (22) and the probability obtained from (4) is 0.002 for N = 1000 and 0.010 for N = 100.

The waiting times before the first ten photons supply 94% of Var T. By contrast, the interval between photons 250 and 750 has a mean of 2.19 ns in 4000 sampled runs and a standard deviation of only 0.098 ns, in agreement with (26). The runs differ mainly in when the pulse comes, and little in its shape.

The averaged signal peaks at 7.23 ns with 195.7 photons/ns and has a full width of 4.61 ns. Its peak is 54.8 photons/ns below the mean-field peak. The variance term in (5) accounts for nearly all of this, the small remainder arising because ⟨k⟩ is then not exactly at the maximum of (N−⟨k⟩)(⟨k⟩+1): near the averaged peak the standard deviation of k is 0.232N, so the neglected term is Γ Var k = 10⁶ s⁻¹ × 232² ≈ 54 photons/ns. The numerical check compares the ladder rates with the master equation of four separate spins, and the pulse and delay formulas with numerical solutions of (6) and (4).

Numbers as computed

```
number of molecules N: 1000
one-molecule rate Gamma: 1.000e+06 1/s
time scale 1/(N Gamma): 1.0000 ns
time unit 1/((N+1) Gamma): 0.9990 ns
ln N: 6.9078
H_N: 7.4855
H_N^(2): 1.6439
Euler constant: 0.5772
pi/sqrt(6): 1.2825
four-spin check, largest rate error / Gamma: 1.8e-15
mean-field delay: 6.901 ns
mean-field full width at half maximum: 3.522 ns
mean-field peak rate: 250.50 photons/ns
initial rate N Gamma: 1.000 photons/ns
single-run delay, mean: 7.478 ns
single-run delay, standard deviation: 1.287 ns
single-run delay, relative spread: 0.172
single-run delay, most probable: 6.905 ns
delay quantile 0.05, chain: 5.794 ns, Gumbel: 5.805 ns
delay quantile 0.50, chain: 7.269 ns, Gumbel: 7.267 ns
delay quantile 0.95, chain: 9.877 ns, Gumbel: 9.868 ns
largest error of Gumbel law, N=100: 0.01027
largest error of averaged pulse / peak, N=100: 0.01405
largest error of Gumbel law, N=1000: 0.00178
largest error of averaged pulse / peak, N=1000: 0.00200
distance from geometric law at tau=2: 0.0031
variance share of first 10 photons: 0.938
five sampled delays: 7.25, 7.66, 6.18, 5.72, 6.72 ns
time from N/4 to 3N/4 photons, mean: 2.192 ns
same, standard deviation sampled: 0.0981 ns
same, standard deviation formula: 0.0985 ns
averaged pulse, peak time: 7.228 ns
averaged pulse, peak rate: 195.73 photons/ns
averaged pulse, full width at half maximum: 4.609 ns
averaged peak / mean-field peak, chain: 0.7814
averaged peak / mean-field peak, large N: 0.7828
a = N exp(-tau) at large-N averaged peak: 0.7191
standard deviation of k / N near averaged peak: 0.2322
```
